# Thermal enhancement of field emission from a linearised tunnelling exponent

Close to the Fermi energy, let the probability that an electron tunnels out of a metal vary as $e^{-G_0+\eta/d}$, where $\eta$ is the part of the electron's energy that counts for tunnelling, measured from the Fermi level, $d$ is a fixed energy and $G_0$ a number. The constant factor $e^{-G_0}$ multiplies the whole current. If the motion along the surface brings in one mass $m_b$, the remaining quantities are the charge $e$, $m_b$, $\hbar$, $d$ and the thermal energy $kT$. The combination $em_bd^2/\hbar^3$ has the dimension of a current density, and $kT/d$ is the one independent dimensionless ratio. Since the current is $e$ times a particle flux, it must have the form

$$J(T)=\frac{em_bd^2}{\hbar^3}\,e^{-G_0}\,\Phi\!\left(\frac{kT}{d}\right).$$

The argument also shows where trouble starts. Far above the Fermi level the occupation falls as $e^{-\varepsilon/kT}$ while the assumed transmission rises as $e^{\varepsilon/d}$. Their product decays only if $kT<d$. It remains to find $\Phi$, to derive $d$ from the barrier, and to see what happens as $kT$ approaches $d$.

Measure the total energy $\varepsilon$ from the Fermi level, take $e>0$, and let $J$ be the magnitude of the current density. The emitter is a degenerate metal with a flat surface, so the transverse wavevector $\mathbf k$ is conserved. For each $\mathbf k$ the motion along the normal $z$ is one-dimensional. The density of forward-moving states, $2\,dk_z/2\pi$ including spin, times the velocity $\hbar^{-1}d\varepsilon/dk_z$ gives a flux $2\,d\varepsilon/h$. Hence

$$J=\frac{2e}{h}\int d\varepsilon\,f(\varepsilon)\int\frac{d^2k}{(2\pi)^2}\,D(\varepsilon,\mathbf k),\qquad f(\varepsilon)=\frac{1}{1+e^{\varepsilon/kT}}.$$

Return current from the collector is neglected. If the collector is a metal whose Fermi level lies lower by $eV$ at bias $V$, a transmission proportional to $e^{\varepsilon/d}$ makes the return current the fraction $e^{-eV/d}$ of the forward one, so the bias must be much larger than $d/e$.

In the barrier let the electron have an isotropic parabolic mass $m_b$ and potential energy $U(z)$, also measured from the Fermi level. The decay constant $\kappa$ obeys

$$\frac{\hbar^2\kappa^2}{2m_b}=U(z)-\varepsilon+w,\qquad w=\frac{\hbar^2k^2}{2m_b}.$$

Energy and transverse wavevector therefore enter through $\eta=\varepsilon-w$ alone. The WKB transmission, without its prefactor, is

$$D=e^{-G(\eta)},\qquad G(\eta)=2\int_{z_1}^{z_2}\kappa\,dz .$$

The emitter mass has dropped out of this expression. It would enter the omitted prefactor and the range of available $\mathbf k$.

Now linearise: $G(\eta)\simeq G_0-\eta/d$, with $G_0=G(0)$ and $1/d=-G'(0)$. When the integral for $G$ is differentiated, a turning point that moves with energy contributes nothing, because $\kappa=0$ there; an end fixed at the metal surface contributes nothing because it does not move. Inside the integral, $\partial\kappa/\partial\eta=-m_b/(\hbar^2\kappa)$. Thus

$$\frac1d=\frac{2}{\hbar}\int_{z_1}^{z_2}\frac{m_b\,dz}{\hbar\kappa}=\frac{2\tau}{\hbar}.$$

Here $\tau$ is the time a classical particle would need to cross the barrier at the speed $\hbar\kappa/m_b$, that is, in the inverted potential. A long traversal time means a transmission that rises steeply with energy, and so a small $d$.

For a triangular barrier of height $\phi$ in a field $F$, $U=\phi-eFz$ for $z>0$. The outer turning point lies at $z_2=(\phi-\eta)/eF$, and

$$G(\eta)=\frac{2\sqrt{2m_b}}{\hbar}\int_0^{z_2}\sqrt{\phi-\eta-eFz}\;dz=\frac{4\sqrt{2m_b}}{3\hbar eF}(\phi-\eta)^{3/2}.$$

One derivative, taken at $\eta=0$, gives

$$\frac1d=\frac{2\sqrt{2m_b\phi}}{\hbar eF},\qquad G_0=\frac{2\phi}{3d}.$$

So $d$ is proportional to the field, and $d\ll\phi$ is the same condition as $G_0\gg1$, an opaque barrier.

The transverse integral comes first. Since $d^2k=\pi\,d(k^2)=(2\pi m_b/\hbar^2)\,dw$,

$$\int\frac{d^2k}{(2\pi)^2}e^{-w/d}=\frac{m_b}{2\pi\hbar^2}\int_0^\infty e^{-w/d}dw=\frac{m_bd}{2\pi\hbar^2}.$$

The infinite upper limit assumes that the emitter has transverse states up to $w\gg d$. With $h=2\pi\hbar$, the current becomes

$$J=\frac{em_bd}{2\pi^2\hbar^3}e^{-G_0}\int_{-\infty}^{\infty}f(\varepsilon)e^{\varepsilon/d}\,d\varepsilon .$$

The lower limit may be moved to $-\infty$ because the Fermi energy of a metal is much larger than $d$. Put $v=\varepsilon/kT$ and $p=kT/d$. The integral is then $kT\,I(p)$, with

$$I(p)=\int_{-\infty}^{\infty}\frac{e^{pv}}{1+e^v}\,dv .$$

The integrand behaves as $e^{pv}$ on the far left and as $e^{-(1-p)v}$ on the far right, so the integral exists for $0<p<1$. To evaluate it, integrate counterclockwise round the rectangle with corners $\pm R$ and $\pm R+2\pi i$. On the right side the integrand is bounded by $e^{pR}/(e^R-1)$ and on the left side by $e^{-pR}/(1-e^{-R})$; both vanish as $R\to\infty$. On the top side the denominator is unchanged and the numerator gains $e^{2\pi ip}$, while the path runs backwards. The one enclosed pole, at $v=i\pi$, has residue $e^{i\pi p}/e^{i\pi}=-e^{i\pi p}$. Therefore

$$\left(1-e^{2\pi ip}\right)I=-2\pi i\,e^{i\pi p}.$$

Division by $e^{i\pi p}$ turns the bracket into $e^{-i\pi p}-e^{i\pi p}=-2i\sin\pi p$, and

$$I(p)=\frac{\pi}{\sin\pi p}.$$

With $x=\pi p$, $kT\,I=\pi kT/\sin x=d\,x/\sin x$. This gives the Murphy–Good enhancement:

$$J(T)=J(0)\frac{x}{\sin x},\qquad x=\frac{\pi kT}{d}=\frac{2\pi kT\tau}{\hbar},\qquad 0<x<\pi,$$

$$J(0)=\frac{em_bd^2}{2\pi^2\hbar^3}\,e^{-G_0}.$$

The ratio compares two temperatures at fixed field and fixed barrier. For emission into vacuum $m_b$ is the free-electron mass. As a check on the reduction, the double integral over energy and wavevector was evaluated numerically with the linearised exponent at $kT/d=0.05$, 0.2, 0.5 and 0.7; its ratio to the zero-temperature integral agreed with $x/\sin x$ to within one part in a million.

At low temperature, $\sin x\simeq x-x^3/6$ gives $x/\sin x\simeq1+x^2/6$. There is no linear term, and the reason is visible in the occupation. The change of $f$ from its zero-temperature step is odd in $\varepsilon$: as many electrons appear above the Fermi level as vanish below it. If the transmission summed over $\mathbf k$ did not depend on energy, the current would not register the change at all. The slope $\varepsilon/d$ gives the first contribution,

$$\frac{2}{d}\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{\varepsilon/kT}}=\frac{2}{d}\,\frac{\pi^2(kT)^2}{12}.$$

Dividing by the zero-temperature integral, $\int_{-\infty}^0e^{\varepsilon/d}d\varepsilon=d$, reproduces $x^2/6$.

At the other end, $\sin x\simeq\pi-x$ near $\pi$, so the enhancement grows as $1/(1-p)$. At $p=1$ the integrand of $I$ tends to 1 on the right. Cut off at a large value $v_c$, the integral is $\ln(1+e^{v_c})\simeq v_c$: it grows in step with the cutoff and has no limit. (The program's sums for $v_c=200$ and 400 are 200.01 and 400.01; the excess of 0.01 is half a grid step, from the full weight given to the end point.) For $p>1$ it grows exponentially. Between $\pi$ and $2\pi$ the expression $x/\sin x$ is negative, although every contribution to the current is positive. The formula there continues the function $\pi/\sin\pi p$ beyond the region where it equals the integral, and it says nothing about emission.

The divergence belongs to the linearised exponent. A real transmission cannot exceed one, and for the triangle the curvature of $G$ already holds it below the exponential. Differentiating $-G'(\eta)\propto(\phi-\eta)^{1/2}$ once more gives $G''(0)=1/(2\phi d)$, so

$$D\simeq e^{-G_0+\eta/d}\left(1-\frac{\eta^2}{4\phi d}\right).$$

The first correction requires the mean of $\eta^2$, weighted by the linearised current. Replace $1/d$ by a variable $s$ in the exponential and define

$$M(s)=\int d\varepsilon\,f(\varepsilon)\int_0^\infty dw\,e^{s(\varepsilon-w)}=\frac{\pi kT}{s\,\sin(\pi kTs)} .$$

Each derivative with respect to $s$ brings down one factor $\eta$, so the mean is $M''/M=(\ln M)''+[(\ln M)']^2$. From

$$(\ln M)'=-\frac1s-\pi kT\cot(\pi kTs),\qquad(\ln M)''=\frac1{s^2}+\frac{(\pi kT)^2}{\sin^2(\pi kTs)}$$

one finds at $s=1/d$

$$\langle\eta^2\rangle=d^2S,\qquad S=1+\frac{x^2}{\sin^2x}+(1+x\cot x)^2 .$$

At $T=0$ this is $S=1+1+4=6$. To first order in $d/\phi$, curvature thus lowers $J(0)$ itself by the fraction $6d/4\phi$, and the ratio is

$$\frac{J(T)}{J(0)}\simeq\frac{x}{\sin x}\left[1-\frac{d}{4\phi}(S-6)\right].$$

For small $x$, $S\simeq6-x^2$, so curvature at first raises the ratio slightly: it reduces the cold current by a larger fraction than the warm one. Near $\pi$, $S\simeq2/(1-p)^2$, and the correction stays small only if

$$1-\frac{kT}{d}\gg\sqrt{\frac{d}{2\phi}} .$$

This is the condition for accuracy; $x<\pi$ is the weaker condition for the integral to exist. The first-order formula was tested against the current with the full triangular exponent at fixed $kT/d=0.75$. On halving the field from 1 to 0.5 MV/cm, which halves $d$, the relative residual fell to 0.256 of its value, close to the quarter expected of a second-order remainder.

At $kT=d$ the two exponentials cancel above the Fermi level and the curvature alone limits the integral. For $\eta\gg kT$ the integral over $w$ at fixed $\eta$ gives the weight $kT\,e^{-\eta/kT}$. The leading estimate, for $d\ll\phi$, is then

$$\frac{J}{J(0)}\simeq\frac{1}{d^2}\,d\int_0^\infty e^{-\eta^2/4\phi d}\,d\eta=\sqrt{\frac{\pi\phi}{d}} ,$$

which is large but finite.

For numbers, take a metal gate on silicon dioxide with $\phi=3.2$ eV, $m_b=0.4$ free masses and $F=8$ MV/cm across 10 nm, so the oxide carries 8 V. The electron at the Fermi level leaves the barrier after $\phi/eF=4$ nm, well inside the oxide, so the barrier is a triangle and not a truncated one. The formula for the slope gives $1/d=14.49$ per eV, or $d=0.0690$ eV, and

$$G_0=\frac{2\times3.2}{3\times0.06901}=30.9 .$$

The traversal time is 4.8 fs. The limit $kT=d$ falls at 801 K. At 300 K, $kT=0.02585$ eV, and

$$x=\pi\,\frac{0.02585}{0.06901}=1.177,\qquad\frac{x}{\sin x}=1.274 .$$

The linearised model has $J(0)=1.158\times10^{-6}$ A/cm², so the current at 300 K is $1.274$ times this, or $1.475\times10^{-6}$ A/cm². At 400 K the enhancement is 1.569 and the current $1.82\times10^{-6}$ A/cm². That $x$ is also 1.569 at 400 K is an accident of these parameters: $kT/d=0.4995$ puts $x$ almost at $\pi/2$, where the sine is one. The quadratic approximation gives 1.231 and 1.410 at the two temperatures, so it already misses a good part of the effect.

The full triangular WKB exponent, with the transmission set to one above the barrier top, shows how far linearisation can be trusted:

| $T$ (K) | $x/\sin x$ | with curvature term | full WKB |
|---|---|---|---|
| 300 | 1.274 | 1.282 | 1.282 |
| 400 | 1.569 | 1.582 | 1.582 |
| 600 | 3.32 | 3.18 | 3.21 |
| 700 | 7.13 | 4.17 | 5.74 |

Relative to the full WKB ratio, the law is low by less than 1% at 300 and 400 K, high by 3% at 600 K and high by 24% at 700 K. At 700 K, $1-kT/d$ is about 0.13, hardly above $\sqrt{d/2\phi}=0.10$, and the first-order correction fails as well. At 801 K the law diverges, while the full WKB ratio is 13.1 and the leading estimate $\sqrt{\pi\phi/d}$ is 12.1. The values at 600 K and above test the approximation within the model. A real gate oxide held at this field and temperature degrades and conducts by other paths as well.

Three changes to the model affect the current and its enhancement to different degrees. The first is the image force, which adds $-e^2/(16\pi\epsilon z)$ to $U$, with $\epsilon$ the permittivity. With a relative optical permittivity of 2.1 it lowers the barrier top by 0.74 eV. The exponent $G_0$ falls to 28.4 and the full WKB current at zero temperature is $1.36\times10^{-5}$ A/cm², about twelve times the linearised triangular value. Yet $d$ changes merely to 0.0681 eV, and the enhancement at 300 K is 1.291. The second is the WKB prefactor. The exact Airy-function transmission of the triangle, taken to extend without limit beyond the turning point, with an abrupt interface at which $\psi$ and $\psi'/m$ are continuous and a free-electron emitter of Fermi energy 12 eV, nearly doubles $J(0)$, to $2.21\times10^{-6}$ A/cm², but leaves an enhancement of 1.280. The size of $J(0)$ depends on the matching rule: with $\psi'$ continuous instead, it is about $1.3\times10^{-6}$ A/cm² and the enhancement 1.275. A prefactor that varies slowly over an energy range of order $d$ nearly cancels in the ratio, and the slope of the exponent then sets the enhancement.

The third change alters that slope far more than the image force does. In an insulator of gap $E_g$, the two-band Franz dispersion replaces the parabolic one by

$$\kappa^2(u)=\frac{2m_b}{\hbar^2}\,u\left(1-\frac{u}{E_g}\right),$$

where $u$ is the depth below the conduction-band edge. At $k=0$, changing variable from $z$ to $u$ gives $G=(2/eF)\int_0^{\phi-\varepsilon}\kappa(u)\,du$, hence $1/d=2\kappa(\phi)/eF$. Compared with the parabolic value, $d$ grows by $(1-\phi/E_g)^{-1/2}$. For $E_g=9$ eV and the same band-edge mass, $d=0.0860$ eV. The exponent $G_0$ falls to 27.4, which by itself raises the current more than thirtyfold. If the slope is taken as the same for all contributing $\mathbf k$, the transverse integral is again a common factor, and the linearised enhancement $x/\sin x$ is 1.17 at 300 K and 1.32 at 400 K; keeping the full exponent and its dependence on $\mathbf k$ raises the 400 K value by up to about 0.01. Of the three changes this one moves the thermal factor most. It should not simply be added to a model whose parabolic mass was fitted to tunnelling data, since such a fit may already absorb part of it.

These parameters are rough values for aluminium on thermally grown oxide. The thickness suits a tunnel oxide in a memory cell; it is far above that of the thinnest logic gate oxides, where the drop across the oxide can be smaller than $\phi/e$ and the triangle must be replaced by a trapezoid. The field is high, not far below breakdown at roughly 10 MV/cm, and belongs to programming or stress rather than to quiet operation. Real oxides also break the assumption that $\phi$ is independent of temperature. In the linearised model, going from 300 to 400 K at fixed barrier multiplies the current by $1.5692/1.2745=1.231$. A barrier drop of 14 meV would give the same factor with no thermal broadening, an average of 0.14 meV/K. Band edges in solids shift with temperature by amounts of this rough size, so a measured temperature dependence cannot be assigned to $x/\sin x$ unless $\phi(T)$ is known separately.

When absolute currents are compared, the field must also be known accurately. From $J(0)\propto F^2e^{-G_0}$ with $G_0\propto1/F$,

$$\frac{d\ln J(0)}{d\ln F}=2+G_0\simeq33 ,$$

and a field rise of 0.74% imitates the whole enhancement at 300 K. At fixed voltage, that is a thickness error of about 0.07 nm in 10 nm. An error that is the same at both temperatures does far less harm to the ratio $J(T)/J(0)$: the factor $e^{-G_0}$ cancels, and only the small change of $d$ remains. Trap-assisted and phonon-assisted tunnelling and charge stored in the oxide are not included, and their effect on the numbers has not been estimated here. Interference from the far interface is also left out, and it does not cancel in the ratio, because it makes the prefactor oscillate with energy. With fully coherent reflection from a metal anode, the enhancement at 300 K ranges from about 1.23 to 1.36 as the thickness goes from 9.8 to 10.2 nm at fixed field. Scattering in the oxide conduction band beyond the turning point would weaken this. The numerical output below lists the values for the main model.

## Numbers as computed

```
Barrier height: 3.2 eV; barrier mass: 0.4 free masses
Field: 8.0 MV/cm; oxide thickness: 10 nm
Voltage across oxide: 8.0 V
Tunnelling distance at Fermi level: 4.00 nm
WKB exponent G(0): 30.913
Energy scale d: 0.06901 eV; 1/d: 14.491 per eV
Traversal time hbar/(2d): 4.769 fs
Temperature where x = pi: 800.8 K
J(0), linearised: 1.1576e-06 A/cm2
300 K: kT = 0.02585 eV, kT/d = 0.3746, x = 1.1769
300 K: x/sin x = 1.2745, 1+x^2/6 = 1.2308
300 K: J linearised = 1.4754e-06 A/cm2
400 K: kT = 0.03447 eV, kT/d = 0.4995, x = 1.5692
400 K: x/sin x = 1.5692, 1+x^2/6 = 1.4104
400 K: J linearised = 1.8165e-06 A/cm2
Enhancement J(T)/J(0): law, law with curvature term, full WKB
300 K: 1.2745, 1.2824, 1.2821
400 K: 1.5692, 1.5821, 1.5815
600 K: 3.3205, 3.1804, 3.2123
700 K: 7.1264, 4.1726, 5.7354
Full WKB enhancement at x = pi: 13.081
Estimate sqrt(pi*phi/d) at x = pi: 12.070
Near-limit scale sqrt(d/(2 phi)): 0.1038
Curvature residual ratio on halving field: 0.2564
Cut integral at kT=d, upper limits 200, 400: 200.01, 400.01
Image: optical permittivity 2.1, lowering 0.7406 eV
Image: G(0) = 28.396, d = 0.06806 eV
Image: J(0) = 1.3556e-05 A/cm2
Image: enhancement at 300, 400 K: 1.2911, 1.6032
Airy: emitter Fermi energy 12.0 eV, J(0) = 2.2091e-06 A/cm2
Airy: enhancement at 300, 400 K: 1.2804, 1.5772
Franz: gap 9.0 eV, G(0) = 27.371, d = 0.08597 eV
Franz: x/sin x at 300, 400 K: 1.1659, 1.3232
Thermal gain from 300 to 400 K: factor 1.2312
Barrier drop giving the same gain: 14.07 meV
Field rise mimicking the 300 K enhancement: 0.742 percent
```
